\section*{Grid response in VV10 nuclear gradients: which terms may be dropped}

\section{Definitions and conventions}

Hartree atomic units are used. The electron density is $n(\mathbf r)$, and $\gamma=|\nabla n|^2$. The VV10 nonlocal correlation energy, evaluated on a grid of points $\mathbf r_i$ with weights $w_i$, is
\begin{equation}
E=\sum_i w_i n_i\Big(\beta+\tfrac12F_i\Big),\qquad F_i=\sum_j w_jn_j\Phi_{ij},
\label{E}
\end{equation}
\begin{equation}
\Phi_{ij}=-\frac{3}{2\,g_{ij}\,g_{ji}\,(g_{ij}+g_{ji})},\qquad g_{ij}=\omega_iR_{ij}^2+\kappa_i ,
\end{equation}
where $R_{ij}=|\mathbf r_i-\mathbf r_j|$ and
\begin{equation}
\omega=\sqrt{C\frac{\gamma^2}{n^4}+\frac{4\pi n}{3}},\qquad
\kappa=\frac{3\pi b}{2}\Big(\frac{n}{9\pi}\Big)^{1/6}.
\end{equation}
The parameters are $C=0.0093$ and $b=5.9$. The constant $\beta$ makes the energy of a uniform gas vanish. There $g_{ij}=g_{ji}$, and the substitution $R=\sqrt{\kappa/\omega}\tan\theta$ gives
\begin{align}
\beta&=\frac n2\int_0^\infty\frac{3}{4}\,\frac{4\pi R^2\,dR}{(\omega R^2+\kappa)^3}
=\frac{3\pi n}{2(\omega\kappa)^{3/2}}\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta\nonumber\\
&=\frac{3\pi^2n}{32(\omega\kappa)^{3/2}}=\frac1{32}\Big(\frac3{b^2}\Big)^{3/4}.
\end{align}
The last step uses $\omega\kappa=3^{1/6}\pi^{4/3}b\,n^{2/3}$ for $\gamma=0$. Numerically, $\beta=0.004971$.

Each point belongs to one atom, its owner $o_i$, and moves with it: $\mathbf r_i=\mathbf R_{o_i}+\mathbf s_i$ with fixed $\mathbf s_i$. Its weight is $w_i=q_ip_{o_i}(\mathbf r_i)$, where $q_i$ is a fixed atomic quadrature weight and the cell functions satisfy $\sum_Ap_A(\mathbf r)=1$. No point is added or removed as the nuclei move; a density threshold that changes the set of points would make $E$ jump.

The setting discussed here is \emph{grid response}: whether the gradient includes the motion of the points and the change of their weights. These are two separate contributions, and they must be kept or dropped together.

\section{One variation containing every term}

Let the weights, densities and positions all change. The kernel is symmetric, so relabelling $i$ and $j$ in half of the double sum gives
\begin{equation}
\delta E=\sum_i\delta(w_in_i)(\beta+F_i)+\tfrac12\sum_{ij}w_in_iw_jn_j\,\delta\Phi_{ij}.
\label{var}
\end{equation}
The factor $\tfrac12$ has disappeared from $F_i$ because both points of a pair have been varied. Next define
\begin{equation}
\Psi_{ij}=\frac{\partial\Phi_{ij}}{\partial g_{ij}}
=-\Phi_{ij}\Big(\frac1{g_{ij}}+\frac1{g_{ij}+g_{ji}}\Big).
\end{equation}
Then $\delta\Phi_{ij}=\Psi_{ij}\delta g_{ij}+\Psi_{ji}\delta g_{ji}$. The two parts contribute equally to the double sum, so the last term of \eqref{var} is $\sum_{ij}w_in_iw_jn_j\Psi_{ij}\delta g_{ij}$, with
\begin{equation}
\delta g_{ij}=\delta\kappa_i+R_{ij}^2\delta\omega_i+\omega_i\,\delta R_{ij}^2 .
\end{equation}
The first two pieces require the sums
\begin{equation}
A_i=\sum_jw_jn_j\Psi_{ij},\qquad B_i=\sum_jw_jn_jR_{ij}^2\Psi_{ij}.
\end{equation}
In the third piece, $\delta R_{ij}^2=2(\mathbf r_i-\mathbf r_j)\cdot(\delta\mathbf r_i-\delta\mathbf r_j)$. Symmetrizing the prefactor gives $\tfrac12(\omega_i\Psi_{ij}+\omega_j\Psi_{ji})$. The terms in $\delta\mathbf r_i$ and $-\delta\mathbf r_j$ are then equal after relabelling, which cancels this $\tfrac12$. The result is $\sum_iw_in_i\mathbf T_i\cdot\delta\mathbf r_i$, where
\begin{equation}
\mathbf T_i=\sum_jw_jn_j\,2(\mathbf r_i-\mathbf r_j)(\omega_i\Psi_{ij}+\omega_j\Psi_{ji}).
\end{equation}
Since $\kappa$ depends on $n$, and $\omega$ on $n$ and $\gamma$, the full variation is
\begin{equation}
\delta E=\sum_i\delta w_i\,n_i(\beta+F_i)+\sum_iw_i(f_n\delta n_i+f_\gamma\delta\gamma_i)
+\sum_iw_in_i\mathbf T_i\cdot\delta\mathbf r_i,
\label{master}
\end{equation}
\begin{equation}
f_n=\beta+F+n\Big(A\frac{\kappa}{6n}+B\frac{\partial\omega}{\partial n}\Big),\qquad
f_\gamma=nB\frac{\partial\omega}{\partial\gamma},
\end{equation}
\begin{equation}
\frac{\partial\omega}{\partial n}=\frac1{2\omega}\Big(\frac{4\pi}3-\frac{4C\gamma^2}{n^5}\Big),\qquad
\frac{\partial\omega}{\partial\gamma}=\frac{C\gamma}{n^4\omega}.
\end{equation}
The pair $i=j$ needs no separate rule: its distance is zero, and the general formula already differentiates both of its scales.

\section{Three contributions to the gradient}

For a closed shell and real basis functions $\chi_\mu$, $n=\sum_{\mu\nu}D_{\mu\nu}\chi_\mu\chi_\nu$. Hold the density matrix $D$ fixed for the moment. A function centred on $A$ depends on $\mathbf r-\mathbf R_A$, so at a fixed point in space
\begin{equation}
\partial_An=-2\sum_{\mu\in A}\sum_\nu D_{\mu\nu}(\nabla\chi_\mu)\chi_\nu,\qquad
\partial_A\gamma=2\sum_x(\partial_xn)\,\partial_x(\partial_An).
\end{equation}
A point owned by $A$ also samples the density at a new place, which adds $\nabla n$ and $\nabla\gamma$. Equation \eqref{master} becomes $dE/d\mathbf R_A=\mathbf G_A+\mathbf M_A+\mathbf W_A$, with
\begin{align}
\mathbf G_A&=\sum_iw_i(f_n\,\partial_An_i+f_\gamma\,\partial_A\gamma_i),\label{G}\\
\mathbf M_A&=\sum_{i\in A}w_i(f_n\nabla n_i+f_\gamma\nabla\gamma_i+n_i\mathbf T_i),\label{M}\\
\mathbf W_A&=\sum_i\frac{dw_i}{d\mathbf R_A}\,n_i(\beta+F_i).\label{W}
\end{align}
$\mathbf G$ moves the basis functions through a frozen grid, $\mathbf M$ moves the points, and $\mathbf W$ changes the weights. Differentiating the weight of only one point in each pair would leave $\tfrac12F_i$ in \eqref{W}.

\subsection*{Derivative of the cell functions}

For Becke cells without atomic size adjustment, let $r_{iA}=|\mathbf r_i-\mathbf R_A|$, $R_{AB}=|\mathbf R_A-\mathbf R_B|$ and $\mu_{AB}=(r_{iA}-r_{iB})/R_{AB}$. With $h(x)=(3x-x^3)/2$, the cell function is built from
\begin{equation}
s(\mu)=\tfrac12[1-h(h(h(\mu)))],\quad Q_A=\prod_{B\ne A}s(\mu_{AB}),\quad p_A=\frac{Q_A}{\sum_BQ_B}.
\end{equation}
Let $\mathbf u_A$ be the unit vector from nucleus $A$ to the point, $\mathbf e_{AB}$ that from $B$ to $A$, and $o$ the owner. The point moves with $o$, so
\begin{equation}
\frac{d\mu_{AB}}{d\mathbf R_K}=\frac{(\delta_{oK}-\delta_{AK})\mathbf u_A-(\delta_{oK}-\delta_{BK})\mathbf u_B
-\mu_{AB}(\delta_{AK}-\delta_{BK})\mathbf e_{AB}}{R_{AB}}.
\label{dmu}
\end{equation}
The chain rule gives $s'(\mu)=-\tfrac12\prod_{k=0}^{2}\tfrac32(1-x_k^2)$, where $x_0=\mu$ and $x_{k+1}=h(x_k)$. The product rule then gives $dQ_A$, and the quotient rule gives $dp_o=(dQ_o-p_o\sum_BdQ_B)/\sum_BQ_B$. Finally, $dw_i=q_i\,dp_o$.

\subsection*{Self-consistent orbitals}

In a self-consistent calculation $D$ responds as well. Let $\mathcal F$ be the complete Fock matrix, including the VV10 part
\begin{equation}
V_{\mu\nu}=\sum_iw_i\big[f_n\chi_\mu\chi_\nu+2f_\gamma\nabla n\cdot\nabla(\chi_\mu\chi_\nu)\big]_i .
\end{equation}
With occupied coefficients $c$, $D=2cc^T$, $\mathcal Fc=Sc\varepsilon$ and $c^TSc=1$. Differentiating the last condition gives $c^TS\,dc+dc^TSc=-c^TdS\,c$, and therefore
\begin{equation}
\mathrm{tr}(\mathcal F\,dD)=4\,\mathrm{tr}(\varepsilon c^TS\,dc)=-2\,\mathrm{tr}(\varepsilon c^TdS\,c)
=-\mathrm{tr}(W_e\,dS),\quad W_e=2c\varepsilon c^T .
\end{equation}
This overlap term belongs to the total energy and does not replace any part of the grid response.

\section{What translational invariance does and does not show}

Summed over $K$, every bracket of Kronecker deltas in \eqref{dmu} vanishes. Each weight is therefore unchanged by a rigid shift, and
\begin{equation}
\sum_A\mathbf W_A=0 .
\end{equation}
For the other two terms, introduce the function
\begin{equation}
e(\mathbf r)=n(\mathbf r)\Big[\beta+\sum_jw_jn_j\Phi(\mathbf r,\mathbf r_j)\Big].
\end{equation}
Differentiate it with respect to $\mathbf r$, holding the second points $\mathbf r_j$ fixed. The prefactor gives $(\beta+F)\nabla n$, the scales at $\mathbf r$ give $n(A\nabla\kappa+B\nabla\omega)$, and the explicit distance gives $n\mathbf T$. Collecting them,
\begin{equation}
\nabla e=f_n\nabla n+f_\gamma\nabla\gamma+n\mathbf T,\qquad \mathbf M_A=\sum_{i\in A}w_i\nabla e(\mathbf r_i).
\end{equation}
Moving all basis functions together shifts the density, so $\sum_A\partial_An=-\nabla n$ and $\sum_A\partial_A\gamma=-\nabla\gamma$. Also $\sum_iw_in_i\mathbf T_i=0$, because each pair contributes equal and opposite vectors. Hence
\begin{equation}
\sum_A\mathbf G_A=-\sum_iw_i\nabla e(\mathbf r_i)=-\sum_A\mathbf M_A .
\label{net}
\end{equation}
This separates two approximations:
\begin{itemize}
\item Dropping $\mathbf W$ alone leaves $\mathbf G+\mathbf M$, whose sum over atoms is zero. Translational invariance is kept, but the result is not the derivative of $E$.
\item Dropping $\mathbf M$ and $\mathbf W$ leaves $\mathbf G$, whose sum is in general nonzero on a finite grid. This is where translational invariance is lost.
\end{itemize}
The net force in the second case is a quadrature error: \eqref{net} approximates $-\int\nabla e\,d\mathbf r$, which vanishes for a density that decays in all directions. Physically, the molecule slides through a grid fixed in space, and its computed energy changes slightly.

\section{Fine grids}

Suppose that each atomic quadrature converges. For a point owned by $o$, the total weight derivative contains $\partial p_o/\partial\mathbf R_A$ at fixed $\mathbf r$ and, if $o=A$, also $\nabla p_A$. Thus
\begin{equation}
\mathbf W_A\to\int e\sum_o\frac{\partial p_o}{\partial\mathbf R_A}\,d\mathbf r+\int e\nabla p_A\,d\mathbf r
=\int e\nabla p_A\,d\mathbf r,
\label{limit}
\end{equation}
because $\sum_op_o=1$ has no derivative. Integration by parts gives
\begin{equation}
\mathbf M_A\to\int p_A\nabla e\,d\mathbf r=-\int e\nabla p_A\,d\mathbf r .
\end{equation}
The two grid terms cancel in the limit, but each one separately is a flux through the cell boundary and generally stays finite. Dropping both is consistent with the continuum; dropping one is not, however fine the grid.

\subsection*{Two distant atoms}

A large separation $R$ does not remove the boundary term quickly. Near atom $A$, put $z$ along the direction from $A$ to $B$. To leading order $\mu_{AB}=-1+\delta$, with $\delta=(r+z)/R$. Since $h(1-\delta)=1-\tfrac32\delta^2+\tfrac12\delta^3$ and $h$ is odd, three iterations give
\begin{equation}
p_A\simeq1-\tfrac12\Big(\tfrac32\Big)^7\delta^8 .
\end{equation}
The gradient of $p_A$ inside the atom thus scales as $R^{-8}$. The same power arises near $B$, with the same sign along $z$. For a given decaying $e$, the continuum error from dropping $\mathbf W$ therefore falls as $R^{-8}$ at leading order. This limit assumes that the points owned by each atom also cover the other atom. If the atomic grids end well before the other atom, only points near their own nucleus remain. Their offsets are fixed, so their weights change only through the factor $1/R$ in $\delta$ and through the direction of the $z$ axis, which turns by an angle of order $1/R$ per unit sideways displacement. Either way one more power of $1/R$ appears, and the error falls as $R^{-9}$. At large $R$ the kernel between the atoms obeys $\Phi\propto R^{-6}$, so the attractive VV10 force between the atoms falls as $R^{-7}$. For these cells, the error divided by this force decreases asymptotically only as $1/R$ in the continuum limit, and as $1/R^2$ for atomic grids of finite extent. These powers require $\delta\ll1$ wherever $e$ contributes and are reached slowly. For two frozen helium-like densities $n=(2\zeta^3/\pi)e^{-2\zeta r}$ with $\zeta=27/16$ and overlap neglected, the local exponent of the continuum error is about 5.0 at $R=6$, 6.3 at $R=10$ and 7.7 at $R=40$ bohr. The ratio of error to force rises from about 4.5 at 6 bohr to about 7 at 14 bohr before it falls, and it is still about 2 at 100 bohr. With atomic grids of radius 5 bohr the ratio stays near 1.5 up to 10 bohr and is below 1 at 20 bohr.

\section{A water molecule}

The nuclei are O $(0,0,0)$, H$_1$ $(0.2,1.4,1.1)$ and H$_2$ $(-0.3,-1.5,1.1)$ bohr, and the basis is 6-31G. The energy is Hartree--Fock plus VV10. This combination is chosen because VV10 is then the only grid-dependent term; it is not a recommended method.

Each atomic grid uses Gauss--Legendre points in $t$ with $r=8t^3$ bohr, Gauss--Legendre points in $\cos\theta$, and uniform azimuths. The coarse grid has 12 radial and 32 angular points per atom, 1152 in all. Its self-consistent VV10 energy is $0.0436$ hartree. The $z$ components of the gradient at fixed $D$, in $10^{-3}$ hartree/bohr, are:

\begin{center}
\begin{tabular}{lrrrr}
 & $G_z$ & $M_z$ & $W_z$ & total\\
O & 0.900 & 6.224 & $-6.067$ & 1.057\\
H$_1$ & $-0.576$ & $-3.220$ & 3.176 & $-0.620$\\
H$_2$ & $-0.517$ & $-2.811$ & 2.891 & $-0.437$\\
sum & $-0.193$ & 0.193 & 0.000 & 0.000
\end{tabular}
\end{center}

For oxygen, $0.900+6.224-6.067=1.057$. The grid terms are each about six times the total but nearly cancel. The totals belong to this coarse grid and small basis. On a converged grid they become 1.200, $-0.634$ and $-0.565$, and in the cc-pVTZ basis with a Hartree--Fock density about 1.41, $-0.72$ and $-0.68$. Without $\mathbf W$ the oxygen component would be $0.900+6.224=7.124$, yet the three components would still sum to zero.

The self-consistent energy shows the same fault. Displace the nuclei along the unit vector with components $(0.3,-0.5,0.2)/1.3$ for O, $(0.6,0.1,-0.4)/1.3$ for H$_1$ and $(-0.2,0.7,0.5)/1.3$ for H$_2$. A four-point difference of converged energies gives a slope of $-0.023198$ hartree/bohr. The full analytic gradient gives $-0.023198$; omitting $\mathbf W$ gives $-0.020674$.

To isolate the quadrature, $D$ is now held while the grid is refined to 20 radial by 72 angular and then 30 radial by 128 angular points per atom. Errors are differences from the full gradient on the same grid, given as norms over all nine components, in $10^{-3}$ hartree/bohr. ``Net'' is the length of $\sum_A\mathbf G_A$.

\begin{center}
\begin{tabular}{rrrr}
points & net & error, $\mathbf M,\mathbf W$ dropped & error, $\mathbf W$ dropped\\
1152 & 0.199 & 0.443 & 10.18\\
4320 & 0.073 & 0.147 & 10.11\\
11520 & 0.049 & 0.045 & 10.05
\end{tabular}
\end{center}

Dropping both terms gives an error that falls tenfold over these grids. This error measures the mismatch with the energy on the same grid, not the distance from the continuum gradient. Against the grid-converged gradient, $\mathbf G$ alone deviates by 0.32 and 0.07 on the first two grids and the full gradient by 0.48 and 0.10, so full response gives consistency with the discrete energy rather than a more converged force. Dropping $\mathbf W$ alone gives an error that hardly changes. Evaluating the integral in \eqref{limit} on the finest grid, with $\nabla p_A$ from central differences, gives a norm of $10.04$ in the same unit, so the plateau is the boundary flux. It amounts to about 517 meV/\AA\ in this basis (about 545 meV/\AA\ in cc-pVTZ), while the coarse-grid net force is about 10 meV/\AA.

On the finest grid the net force slightly exceeds the error norm. This is possible because three error vectors $\mathbf v_A$ obey $|\sum_A\mathbf v_A|\le\sqrt3\,(\sum_A|\mathbf v_A|^2)^{1/2}$; errors that point the same way add.

\section{Choosing the setting}

\textbf{Full response.} Use $\mathbf G+\mathbf M+\mathbf W$ when forces must match energy differences on the chosen grid, as in tight optimizations, numerical second derivatives and energy-conserving dynamics. The sums $F,A,B$ and $\mathbf T$ can be accumulated in one pass over pairs. The cost is quadratic in the number of points; processing pairs in blocks avoids storing the full pair matrix. The weight term then needs no further pair sum.

\textbf{No response.} Using $\mathbf G$ alone is reasonable if its grid error lies well below the force tolerance. Refine the grid and watch both the net force and the individual forces. A small net force is necessary for small errors, but not sufficient, since errors on different atoms can cancel.

Subtracting an equal share of the net force from each atom restores a zero sum but removes only the part of the error common to all atoms. For $N$ atoms with mean error $\bar{\mathbf v}$,
\begin{equation}
\sum_A|\mathbf v_A|^2=\sum_A|\mathbf v_A-\bar{\mathbf v}|^2+N|\bar{\mathbf v}|^2 .
\end{equation}
On the coarse water grid $|\bar{\mathbf v}|=0.199/3=0.066$, so the remaining error is $\sqrt{0.443^2-3(0.066)^2}=0.428$, against $0.443$ before, in $10^{-3}$ hartree/bohr. On the finest grid the common part is a larger share, and the error falls from $0.045$ to $\sqrt{0.0445^2-0.0489^2/3}=0.034$. In both cases most of the error remains.

\textbf{Partial response.} Do not combine moving points with frozen weights, or differentiate the weight of one point per pair. On the coarse grid the latter gives an error norm of $2.3\times10^{-3}$ hartree/bohr, again with zero net force. To detect such faults, compare a force component with an energy difference in which the grid is rebuilt at each geometry. The sum of the forces cannot reveal them.

The zero sum of the forces concerns translations only. A grid whose angular points keep a fixed orientation in space is not carried along when the molecule rotates, so even the full gradient may contain a small spurious torque. That torque is a property of the discrete energy itself, and a finer angular grid is the remedy within this scheme.
